# The TDHF triplet frequency of H₂ and the Coulson-Fischer point: a program that tests the result

```python
"""Minimal-basis H2 (STO-3G), Rydberg atomic units.
Claim: TDHF triplet Omega^2 = D*M, D = d-J+K, M = d-J-K; M = 0 at the
Coulson-Fischer point; Omega imaginary beyond it (D > 0).
Independent roads: Fock diagonalization, symbolic UHF energy, general
spin-orbital A,B eigenproblem, finite-difference Hessians, free UHF
minimization, real-time TDHF propagation, full CI."""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar
from pyscf import gto

RY_EV = sc.physical_constants['Rydberg constant times hc in eV'][0]
BOHR_A = sc.physical_constants['Bohr radius'][0] * 1e10
T_FS = sc.hbar / (RY_EV * sc.e) * 1e15
g = np.array([1., 1.]) / np.sqrt(2)    # MOs in the Loewdin basis
u = np.array([1., -1.]) / np.sqrt(2)

def tr4(e, c):
    return np.einsum('ijkl,ip,jq,kr,ls->pqrs', e, c, c, c, c)

class H2:
    def __init__(s, R):
        s.R = R
        s.mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R)]], unit='Bohr',
                      basis='sto-3g', verbose=0)
        ov = s.mol.intor('int1e_ovlp')
        hao = 2 * (s.mol.intor('int1e_kin') + s.mol.intor('int1e_nuc'))  # Ry
        eao = 2 * s.mol.intor('int2e').reshape(2, 2, 2, 2)
        s.S, s.U, s.V = ov[0, 1], eao[0, 0, 0, 0], eao[0, 0, 1, 1]
        w, v = np.linalg.eigh(ov)
        X = v @ np.diag(w ** -0.5) @ v.T
        s.h, s.eri = X @ hao @ X, tr4(eao, X)
        c = np.array([g, u]).T
        hm, s.em = c.T @ s.h @ c, tr4(s.eri, c)
        s.hgg, s.huu = hm[0, 0], hm[1, 1]
        s.Jgg, s.Juu = s.em[0, 0, 0, 0], s.em[1, 1, 1, 1]
        s.J, s.K = s.em[0, 0, 1, 1], s.em[0, 1, 0, 1]
        P = np.outer(g, g)
        s.eps, s.vec = np.linalg.eigh(s.fock(P, P))   # d from its definition
        s.d = s.eps[1] - s.eps[0]
        s.D, s.M = s.d - s.J + s.K, s.d - s.J - s.K
        s.om2 = s.D * s.M
        s.C = s.Jgg + s.Juu - 2 * s.J + 4 * s.K
        s.Erhf = s.energy(g, g)
    def fock(s, Pa, Pb):   # full alpha Fock matrix, Coulomb and exchange
        return (s.h + np.einsum('ijkl,kl->ij', s.eri, Pa + Pb)
                - np.einsum('iklj,kl->ij', s.eri, Pa))
    def energy(s, a, b):   # electronic energy of the determinant
        Pa, Pb = np.outer(a, a.conj()), np.outer(b, b.conj())
        return 0.5 * np.trace((s.h + s.fock(Pa, Pb)) @ Pa
                              + (s.h + s.fock(Pb, Pa)) @ Pb).real
    def e2(s, t, f=1.0):
        return s.energy(np.cos(t[0]) * g + f * np.sin(t[0]) * u,
                        np.cos(t[1]) * g + f * np.sin(t[1]) * u)
    def hess_min(s, k=5e-4):   # lowest eigenvalue of real orbital Hessian
        E = lambda x, y: s.e2((x, y))
        aa = (E(k, 0) + E(-k, 0) - 2 * E(0, 0)) / k**2
        bb = (E(0, k) + E(0, -k) - 2 * E(0, 0)) / k**2
        ab = (E(k, k) + E(-k, -k) - E(k, -k) - E(-k, k)) / (4 * k**2)
        return np.linalg.eigvalsh([[aa, ab], [ab, bb]])[0]
    def ab_spectrum(s):   # general spin-orbital TDHF, all 4 excitations
        def phys(p, q, r, t):
            ok = p % 2 == r % 2 and q % 2 == t % 2
            return s.em[p // 2, r // 2, q // 2, t // 2] if ok else 0.0
        anti = lambda p, q, r, t: phys(p, q, r, t) - phys(p, q, t, r)
        ex = list(itertools.product((0, 1), (2, 3)))
        A = np.array([[anti(a, j, i, b) + (s.d if (i, a) == (j, b) else 0)
                       for j, b in ex] for i, a in ex])
        B = np.array([[anti(a, b, i, j) for j, b in ex] for i, a in ex])
        w = np.linalg.eigvals(np.block([[A, B], [-B, -A]])).astype(complex)**2
        assert np.abs(w.imag).max() < 1e-9
        return np.sort(w.real)
    def fci(s):   # returns (ground singlet, triplet) electronic energies
        I = np.eye(2)
        H = (np.einsum('ik,jl->ijkl', s.h, I) + np.einsum('ik,jl->ijkl', I, s.h)
             + s.eri.transpose(0, 2, 1, 3)).reshape(4, 4)
        t = np.array([0, 1, -1, 0]) / np.sqrt(2)
        Et = t @ H @ t
        assert np.abs(H @ t - Et * t).max() < 1e-10
        return np.linalg.eigvalsh(H)[0], Et
    def uhf(s):
        runs = [minimize(s.e2, x, method='Nelder-Mead', options=dict(
            xatol=1e-9, fatol=1e-14, maxiter=2000, maxfev=4000))
            for x in ((0.3, -0.2), (0.5, 0.4), (-1.0, 0.2))]
        return min(runs, key=lambda r: r.fun)
    def propagate(s, T, th=1e-5):   # i dP/dt = [F,P]; returns p(T)/p(0)
        a, b = np.cos(th) * g + np.sin(th) * u, np.cos(th) * g - np.sin(th) * u
        def rhs(t, y):
            Pa, Pb = y.reshape(2, 2, 2)
            Fa, Fb = s.fock(Pa, Pb), s.fock(Pb, Pa)
            return -1j * np.array([Fa @ Pa - Pa @ Fa, Fb @ Pb - Pb @ Fb]).ravel()
        y0 = np.array([np.outer(a, a), np.outer(b, b)], complex).ravel()
        y = solve_ivp(rhs, (0, T), y0, method='DOP853', rtol=1e-12, atol=1e-13).y
        Pa, Pb = y[:, -1].reshape(2, 2, 2)
        return (u @ (Pa - Pb) @ g) / (2 * np.sin(th) * np.cos(th))

# symbolic: UHF energy contracted from its definition vs E0 + 2 M s + C s^2
th, hg, hu, jg, ju, j, k = sp.symbols('th hg hu jg ju j k')
def sym_eri(p, q, r, t):
    n = p + q + r + t
    return 0 if n % 2 else jg if n == 0 else ju if n == 4 else j if p == q else k
ca, cb = (sp.cos(th), sp.sin(th)), (sp.cos(th), -sp.sin(th))
E = sum((ca[p]**2 + cb[p]**2) * (hg, hu)[p] for p in (0, 1)) + sum(
    ca[p] * ca[q] * cb[r] * cb[t] * sym_eri(p, q, r, t)
    for p, q, r, t in itertools.product((0, 1), repeat=4))
dsym, s2 = hu + 2 * j - k - hg - jg, sp.sin(th)**2
diff = sp.expand(E - (2 * hg + jg + 2 * (dsym - j - k) * s2
                      + (jg + ju - 2 * j + 4 * k) * s2**2))
diff = diff.subs(sp.cos(th)**4, (1 - s2)**2).subs(sp.cos(th)**2, 1 - s2)
assert sp.simplify(sp.expand(diff)) == 0

# Coulson-Fischer point: formula root vs finite-difference Hessian root
Rcf = brentq(lambda R: H2(R).M, 1.5, 3.5, xtol=1e-12)
Rcf_h = brentq(lambda R: H2(R).hess_min(), 1.5, 3.5, xtol=1e-9)
assert abs(Rcf - Rcf_h) < 1e-5          # step-squared error of the stencil
Rtda = brentq(lambda R: H2(R).fci()[1] - H2(R).Erhf, Rcf, 8.0, xtol=1e-12)
assert abs(H2(Rtda).d - H2(Rtda).J) < 1e-9
mx = minimize_scalar(lambda R: H2(R).om2, bounds=(Rcf, 8.0), method='bounded')

for R in np.linspace(0.8, 10.0, 93):
    m = H2(R)
    assert abs(abs(m.vec[:, 0] @ g) - 1) < 1e-10
    assert abs(m.d - (m.huu + 2 * m.J - m.K - m.hgg - m.Jgg)) < 1e-10
    assert abs(m.K - (m.U - m.V) / (2 * (1 - m.S**2))) < 1e-10
    assert m.D > 0 and m.C > 0 and (m.M > 0) == (R < Rcf)
    w = m.ab_spectrum()
    assert np.abs(w[:6] - m.om2).max() < 1e-9                 # 3 triplets
    assert np.abs(w[6:] - m.D * (m.D + 2 * m.K)).max() < 1e-9  # singlet
    assert (w[0] < 0) == (R > Rcf)
    assert abs(m.hess_min() - 2 * m.M) < 1e-5
    im = 2 * (m.e2((5e-4, -5e-4), 1j) - m.Erhf) / 5e-4**2
    assert abs(im - 4 * m.D) < 1e-5
    E0, Et = m.fci()
    assert abs(Et - m.Erhf - (m.d - m.J)) < 1e-10 and Et > E0
for R in (1.4, Rcf - 0.05, Rcf + 0.05, 3.0, 6.0):   # free UHF minimum
    m = H2(R); r = m.uhf(); sx = max(0.0, -m.M / m.C)
    assert np.abs(np.sin(r.x)**2 - sx).max() < 1e-5
    assert abs(r.fun - m.Erhf + m.C * sx**2) < 1e-9
slope = (H2(Rcf + 1e-4).M - H2(Rcf - 1e-4).M) / 2e-4
cf = H2(Rcf)
for dR in (-2e-3, 2e-3):   # linear Omega^2, i.e. square-root law
    assert abs(H2(Rcf + dR).ab_spectrum()[0] / (cf.D * slope * dR) - 1) < 1e-2
far = H2(10.0)
assert abs(far.M + (far.U - 2 / 10.0)) < 5e-3 and 0 < far.D < 5e-3

print(f"1 Ry = {RY_EV:.6f} eV; 1 bohr = {BOHR_A:.6f} A; hbar/Ry = {T_FS:.6f} fs")
print("STO-3G (exponent bohr^-2, coefficient):", cf.mol._basis['H'][0][1:])
for R, T in ((1.4, 1.5), (3.0, 6.0)):
    m = H2(R); p = m.propagate(T); E0, Et = m.fci()
    rt = (np.arccos(p.real) if abs(p.real) < 1 else np.arccosh(p.real)) / T
    om = np.emath.sqrt(m.om2); aom = abs(om)
    assert (abs(p.real) > 1) == (m.om2 < 0) and abs(rt / aom - 1) < 1e-5
    yref = -(om * np.sin(om * T)).real / m.D
    assert abs(p.imag / yref - 1) < 1e-5
    print(f"--- R = {R} bohr = {R*BOHR_A:.4f} A, S = {m.S:.6f}; energies in Ry")
    print(f"U = {m.U:.6f}  V = {m.V:.6f}  h_gg = {m.hgg:.6f}  h_uu = {m.huu:.6f}")
    print(f"J_gg = {m.Jgg:.6f}  J_uu = {m.Juu:.6f}  J = {m.J:.6f}  K = {m.K:.6f}")
    print(f"eps_g = {m.eps[0]:.6f}  eps_u = {m.eps[1]:.6f}  d = {m.d:.6f}")
    print(f"D = {m.D:.6f}  M = {m.M:.6f}  C = {m.C:.6f}  Omega^2 = {m.om2:.6f} Ry^2")
    print(f"|Omega| = {aom:.6f} Ry = {aom*RY_EV:.4f} eV; real-time: {rt:.6f} Ry")
    print(f"propagation T = {T} hbar/Ry: x/x0 = {p.real:.6f}, y/x0 = {p.imag:.6f}")
    print(f"2pi/|Omega| = {2*np.pi/aom*T_FS:.4f} fs; 1/|Omega| = {T_FS/aom:.4f} fs")
    print(f"singlet Omega = {np.sqrt(m.D*(m.D+2*m.K)):.6f} Ry")
    print(f"TDA d-J = {m.d-m.J:.6f} Ry = {(m.d-m.J)*RY_EV:.4f} eV; "
          f"FCI gap = {Et-E0:.6f} Ry = {(Et-E0)*RY_EV:.4f} eV")
    n = 2 / R
    print(f"totals (2/R = {n:.6f}): RHF {m.Erhf+n:.6f} FCI {E0+n:.6f} triplet {Et+n:.6f}")
    if m.M < 0:
        sx = -m.M / m.C
        print(f"UHF: s* = {sx:.6f}, theta = {np.degrees(np.arcsin(sx**.5)):.3f} deg, "
              f"lowering = {-m.M**2/m.C:.6f} Ry, total = {m.uhf().fun+n:.6f} Ry")
print(f"--- R_CF = {Rcf:.6f} bohr = {Rcf*BOHR_A:.5f} A (Hessian root {Rcf_h:.6f} bohr)")
print(f"at R_CF: d = {cf.d:.6f} J = {cf.J:.6f} K = {cf.K:.6f} D = {cf.D:.6f} Ry")
print(f"dM/dR = {slope:.6f} Ry/bohr; dOmega^2/dR = {cf.D*slope:.6f} Ry^2/bohr")
print(f"TDA triplet zero at R = {Rtda:.5f} bohr = {Rtda*BOHR_A:.5f} A")
print(f"max |Omega| = {np.sqrt(-mx.fun):.5f} Ry at R = {mx.x:.3f} bohr")
print(f"R = 10 bohr: U - 2/R = {far.U-0.2:.6f} Ry, 2K = {2*far.K:.6f} Ry")
print("R/bohr  D/Ry  M/Ry  Omega^2/Ry^2  TDA/Ry  FCI gap/Ry")
for R in (1.0, 1.4, 2.0, Rcf, 2.5, 3.0, 4.0, 5.0, 6.0, 8.0, 10.0):
    m = H2(R); E0, Et = m.fci()
    print(f"{R:7.4f} {m.D:9.6f} {m.M:9.6f} {m.om2:9.6f} {m.d-m.J:9.6f} {Et-E0:10.3e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
1 Ry = 13.605693 eV; 1 bohr = 0.529177 A; hbar/Ry = 0.048378 fs
STO-3G (exponent bohr^-2, coefficient): [[3.42525091, 0.15432897], [0.62391373, 0.53532814], [0.1688554, 0.44463454]]
--- R = 1.4 bohr = 0.7408 A, S = 0.659318; energies in Ry
U = 1.549212  V = 1.139352  h_gg = -2.505594  h_uu = -0.951205
J_gg = 1.349188  J_uu = 1.394991  J = 1.327128  K = 0.362516
eps_g = -1.156406  eps_u = 1.340536  d = 2.496941
D = 1.532329  M = 0.807298  C = 1.539986  Omega^2 = 1.237046 Ry^2
|Omega| = 1.112226 Ry = 15.1326 eV; real-time: 1.112226 Ry
propagation T = 1.5 hbar/Ry: x/x0 = -0.097388, y/x0 = -0.722390
2pi/|Omega| = 0.2733 fs; 1/|Omega| = 0.0435 fs
singlet Omega = 1.859844 Ry
TDA d-J = 1.169814 Ry = 15.9161 eV; FCI gap = 1.210937 Ry = 16.4756 eV
totals (2/R = 1.428571): RHF -2.233429 FCI -2.274552 triplet -1.063615
--- R = 3.0 bohr = 1.5875 A, S = 0.226190; energies in Ry
U = 1.549212  V = 0.656858  h_gg = -1.761766  h_uu = -1.338466
J_gg = 1.086316  J_uu = 1.146865  J = 1.102452  K = 0.470235
eps_g = -0.675450  eps_u = 0.396203  d = 1.071653
D = 0.439436  M = -0.501034  C = 1.909216  Omega^2 = -0.220172 Ry^2
|Omega| = 0.469225 Ry = 6.3841 eV; real-time: 0.469225 Ry
propagation T = 6.0 hbar/Ry: x/x0 = 8.379455, y/x0 = 8.883557
2pi/|Omega| = 0.6478 fs; 1/|Omega| = 0.1031 fs
singlet Omega = 0.778704 Ry
TDA d-J = -0.030799 Ry = -0.4190 eV; FCI gap = 0.168965 Ry = 2.2989 eV
totals (2/R = 0.666667): RHF -1.770550 FCI -1.970314 triplet -1.801349
UHF: s* = 0.262429, theta = 30.816 deg, lowering = -0.131486 Ry, total = -1.902036 Ry
--- R_CF = 2.179695 bohr = 1.15344 A (Hessian root 2.179695 bohr)
at R_CF: d = 1.613574 J = 1.200132 K = 0.413442 D = 0.826885 Ry
dM/dR = -0.773908 Ry/bohr; dOmega^2/dR = -0.639933 Ry^2/bohr
TDA triplet zero at R = 2.92644 bohr = 1.54861 A
max |Omega| = 0.47177 Ry at R = 3.134 bohr
R = 10 bohr: U - 2/R = 1.349212 Ry, 2K = 1.349212 Ry
R/bohr  D/Ry  M/Ry  Omega^2/Ry^2  TDA/Ry  FCI gap/Ry
 1.0000  2.171960  1.490994  3.238380  1.831477  1.857e+00
 1.4000  1.532329  0.807298  1.237046  1.169814  1.211e+00
 2.0000  0.949452  0.147362  0.139914  0.548407  6.271e-01
 2.1797  0.826885 -0.000000 -0.000000  0.413442  5.080e-01
 2.5000  0.646683 -0.225066 -0.145546  0.210809  3.402e-01
 3.0000  0.439436 -0.501034 -0.220172 -0.030799  1.690e-01
 4.0000  0.197757 -0.862755 -0.170616 -0.332499  3.289e-02
 5.0000  0.083755 -1.067177 -0.089381 -0.491711  5.235e-03
 6.0000  0.032088 -1.183990 -0.037992 -0.575951  6.998e-04
 8.0000  0.003359 -1.295854 -0.004353 -0.646248  7.237e-06
10.0000  0.000220 -1.348992 -0.000297 -0.674386  3.212e-08
ALL CHECKS PASSED
```
